Maxwell Stress and Elastic Strain in a Thin Oxide Film

**1. Definitions and conventions**

A flat oxide film lies between a metal and a layer of charged oxygen on its outer surface. Its thickness before deformation is d, the voltage across it is V, and z is the film normal. The permittivity is ε = ε0 εr. Fringing fields at the edges are neglected, the charge on the outer surface is treated as evenly spread, and the film carries no space charge until section 6. The field in this model is therefore uniform:

E = V/d.

The strain s_i is the fractional change of length along direction i, positive for stretching. The mechanical stress σ_ij is positive for tension. The oxide is elastically isotropic, with Young's modulus Y and Poisson ratio ν, and it is not piezoelectric. Until section 5 its permittivity does not change with strain.

The estimate concerns d = 2 nm, V = 1 V, εr = 9 and Y = 150 GPa. The small parameter is the ratio of electrical stress to elastic modulus. The leading term gives a strain proportional to this ratio; the first correction is proportional to its square.

**2. The stress**

In a linear dielectric with fixed permittivity the Maxwell stress tensor is

T_ij = ε(E_i E_j − ½ δ_ij E²).

With the field along z,

T_zz = εE² − ½εE² = +½εE²,
T_xx = T_yy = −½εE².

Define the positive magnitude

p = ½ ε0 εr (V/d)².

The field lines are under tension p and pull the two charged faces together. Outside the faces there is no field. Force balance at a face therefore requires σ_zz + T_zz = 0, so σ_zz = −p, and the oxide is compressed.

Virtual work gives the same force without the tensor. Let the thickness be h, at fixed area. If the charge per area Q is fixed, the field energy per area is

U = Q²h/(2ε), so dU/dh = Q²/(2ε).

At h = d, Q = εE, and the derivative is ½εE² = p. The energy rises with thickness, so the force is inward.

If the voltage is fixed, the field energy is εV²/(2h), but the battery has delivered the charge εV/h at voltage V, doing work εV²/h. The potential energy of film and battery together is

W = εV²/(2h) − εV²/h = −εV²/(2h),

and

dW/dh = +εV²/(2h²) = p at h = d.

The force is again p, inward. Without the battery's work the sign would have come out wrong.

For the example,

E = (1 V)/(2×10⁻⁹ m) = 5.00×10⁸ V/m = 5.00 MV/cm,

p = ½ × 8.854×10⁻¹² × 9 × (5.00×10⁸)² Pa = 9.96 MPa.

This is the estimate of about 10 MPa. It is a smoothed value: the surface charge εE amounts to about one electron per 4 nm², so the charges are about as far apart as the film is thick, and the field and stress close to a single charge differ strongly from E and p. The mean force per area can shift as well: by a negligible amount if the charges form a regular lattice, but by about 10% of p if they are placed at random, because each charge is also attracted by its own image in the metal.

At fixed voltage p varies as 1/d², so a region that is 10% thinner, and much wider than the film is thick, carries a stress larger by the factor 1/0.9² = 1.23.

**3. Leading-order strain**

Hooke's law for an isotropic solid reads

s_z = [σ_zz − ν(σ_xx + σ_yy)]/Y.

*Normal load alone.* With σ_zz = −p and no sideways mechanical stress,

s_z = −p/Y = −(9.96 MPa)/(150 000 MPa) = −6.64×10⁻⁵.

The magnitude is below 10⁻⁴. The thickness changes by 6.64×10⁻⁵ × 2 nm = 0.133 pm. Since p varies as V², at fixed thickness p/Y reaches 10⁻⁴ when

V = (1 V) × √(10⁻⁴/6.64×10⁻⁵) = 1.23 V.

The margin in voltage is thus about a quarter.

*Bonded film.* An oxide bonded to thick metal cannot spread sideways, so s_x = s_y = 0. By symmetry σ_xx = σ_yy, and Hooke's law along x gives

0 = σ_xx − ν(σ_xx + σ_zz), so σ_xx = νσ_zz/(1 − ν).

Insert this into the law for s_z:

s_z = (σ_zz/Y)[1 − 2ν²/(1 − ν)]
= (σ_zz/Y)(1 − ν − 2ν²)/(1 − ν).

Because 1 − ν − 2ν² = (1 + ν)(1 − 2ν), this is s_z = −p/M with

M = Y(1 − ν)/[(1 + ν)(1 − 2ν)].

The denominator equals the numerator factor 1 − ν less 2ν². Hence M ≥ Y for 0 ≤ ν < ½, and bonding reduces the strain. For ν = 0.30,

M = 150 GPa × 0.70/(1.30 × 0.40) = 201.9 GPa,

s_z = −4.93×10⁻⁵.

*Free edges.* If the film can spread and its electrodes stretch with it, force balance at the edges requires σ_xx + T_xx = 0, hence σ_xx = σ_yy = +p. Then

s_z = (−p − 2νp)/Y = −(1 + 2ν)p/Y = −1.06×10⁻⁴.

This slightly exceeds 10⁻⁴ in magnitude. The bound therefore holds for the normal load alone and for the bonded film, but not for this third case. An oxide growing on thick metal is close to the bonded case.

**4. First correction in the small parameter**

Take the bonded film at fixed voltage. As it thins, the field in it grows, and so does the stress. The elastic energy per initial volume is ½M s², where s = s_z. The electrical part follows from W in section 2 with h = d(1 + s), divided by d:

G(s) = ½M s² − p/(1 + s).

Here p keeps its value for the undeformed film. Equilibrium requires

dG/ds = M s + p/(1 + s)² = 0.

With η = p/M this becomes

s = −η(1 + s)⁻².

To leading order s = −η. Put this into the right-hand side and expand, using (1 − η)⁻² = 1 + 2η + O(η²):

s = −η(1 + 2η) + O(η³) = −η − 2η² + O(η³).

The correction increases the compression by the relative amount 2η = 2 × 4.93×10⁻⁵, about 1×10⁻⁴ of the leading strain. It is negligible here.

Fixed charge is a useful contrast. The field then does not depend on thickness, the electrical energy per initial volume is p(1 + s), and equilibrium gives M s + p = 0. Within this model s = −η with no further terms. The term −2η² thus comes from the source that holds the voltage.

Elastic nonlinearity enters at the same order. If the elastic energy has an additional term M₃s³/6, the equilibrium condition gains ½M₃s², and at fixed voltage

s = −η − [2 + M₃/(2M)]η² + O(η³).

A complete second-order result for a real oxide would need M₃. Unless M₃/M is extremely large, the correction remains far below the leading strain.

The expansion also shows where it must fail. Write equilibrium without the cubic elastic term as η = −s(1 + s)². The right-hand side has derivative −(1 + s)(1 + 3s), so its maximum for −1 < s < 0 lies at s = −1/3, where η = 4/27 ≈ 0.15. Above that value the model has no equilibrium, and the film collapses under its own field. The example lies more than three orders of magnitude below this limit. Linear elasticity could not be trusted at such a large strain, so 4/27 is a property of the model rather than a predicted strength.

**5. Electrostriction changes the leading term**

A permittivity that depends on strain is a different matter, because its effect is not smaller by a factor η. Let β = dεr/ds at s = 0 and define

u = ½ε0E² = p/εr = 1.107 MPa.

For the bonded film at fixed voltage,

G(s) = ½M s² − u εr(s)/(1 + s).

To first order in s,

εr(s)/(1 + s) = (εr + βs)(1 − s) = εr + (β − εr)s.

Setting dG/ds = 0 gives

s = u(β − εr)/M = −η(1 − β/εr).

For β = 0 the earlier result returns. The magnitude of s stays below 10⁻⁴ if |β − εr| < 10⁻⁴M/u = 18.2, that is, for β between −9.2 and 27.2. For β > εr the film becomes thicker instead of thinner.

One estimate of β assumes the Clausius–Mossotti relation with fixed polarizability. In a bonded film the density varies as 1/(1 + s), so

(εr − 1)/(εr + 2) = K/(1 + s).

Differentiate at s = 0, where K = (εr − 1)/(εr + 2):

3β/(εr + 2)² = −(εr − 1)/(εr + 2),

β = −(εr − 1)(εr + 2)/3 = −8 × 11/3 = −29.3.

Then

s = 1.107 MPa × (−29.3 − 9)/(201 900 MPa) = −2.10×10⁻⁴.

Numerical minimisation of the energy with the full Clausius–Mossotti permittivity also gives −2.10×10⁻⁴. This is about four times the bonded strain at fixed permittivity, and it breaks the bound. The relation assumes an isotropic local field and a polarizability unaffected by compression, so the number does not predict the response of a particular oxide. The uniaxial strain of a bonded film itself makes the local field anisotropic: with the same fixed polarizability, point dipoles give β ≈ −32 on a bcc lattice, −33 on fcc and −94 on simple cubic, and an isotropic medium deformed uniformly gives −46. Even its sign is uncertain. In an ionic oxide much of the static permittivity comes from the displacement of ions, and compression can stiffen that motion. The permittivity may then fall under compression, which makes β positive, and if β exceeds εr the film thickens. The statement that the strain is below 10⁻⁴ refers to Maxwell stress at fixed permittivity, not to the total strain caused by the field.

**6. Space charge: a correction that cancels to first order**

Suppose the film contains ionised donors of uniform density N and no mobile electrons. Gauss's law gives dE/dz = eN/ε, with z pointing from the metal to the negative oxygen layer. At fixed V the mean field remains V/d, so the face fields are E ± Δ with

Δ = eNd/(2ε).

For N = 10¹⁹ cm⁻³, Δ = 0.20 MV/cm and δ = Δ/E = 0.04. The local stress is p(1 ± δ)² at the faces: 10.78 MPa at the oxygen side and 9.18 MPa at the metal side. These differ from p by about 2δ, or 8%. At this density the typical donor spacing N^(−1/3) is 4.6 nm, more than the film thickness, so the uniform density is a smoothed model and the stress near a single donor differs from these values.

The thickness change depends on the average stress. Across the film the field is E(1 + δξ), with ξ running uniformly from −1 to 1. The average of ξ is zero and that of ξ² is 1/3, so the mean stress is

p(1 + δ²/3).

The first-order term cancels, leaving a relative change of about 5×10⁻⁴. This holds for the smoothed density only. Discrete donors also have an image energy that varies as 1/d, which adds a mean stress linear in N, roughly 0.5% to 2% of p at this density: still small, but larger than pδ²/3.

**7. The real case and the meaning for oxidation**

The parameters describe, roughly, a thin In2O3 film on indium. The permittivity, elastic constants and donor density are rough typical values; the thickness and voltage are chosen to represent field-driven growth. The field of 5 MV/cm is half of 10 MV/cm, a rough breakdown scale for good thin oxides and not a measured strength of In2O3. At 10 MV/cm the Maxwell stress would be 39.8 MPa. In a real film the assumption of fixed permittivity may fail most seriously: the Clausius–Mossotti estimate in section 5 moves the bonded strain from −4.93×10⁻⁵ to −2.10×10⁻⁴, while a strong ionic contribution to the permittivity could reverse its sign. Bulk permittivity and elasticity are themselves approximations in a film only 2 nm thick. Temperature matters too: with a rough expansion coefficient of 7×10⁻⁶ per K, free thermal expansion matches p/Y in size after a warming of 9.5 K. A film bonded to indium responds differently: the metal expands more than the oxide and stretches it sideways, which can even make the film thinner on warming.

Such a film is also not a perfect insulator. Consider an electron at the metal's Fermi level facing a barrier eVx/d that rises from zero across the film. With effective mass m, the WKB exponent is

2∫₀ᵈ √(2m eVx/d)/ħ dx = 4d√(2m eV)/(3ħ),

because the integral of √(x/d) is 2d/3. For a rough mass of 0.30 electron masses it equals 7.48, and the WKB exponential is e^(−7.48) = 5.6×10⁻⁴. This gives the order of magnitude of the transmission for a parabolic band with this mass; the prefactor, which depends on the electron states on both sides, is left out. The result is sensitive to the mass: 0.18 electron masses gives 3×10⁻³, and the slower decay of states 1 eV inside a gap of about 3 eV roughly doubles the value again. Electrons that reach the surface oxygen add to its negative charge, and electrons that return to the metal reduce it. The stress estimate presumes that these two flows leave the voltage at its assumed value.

For ion motion, compare two energies. An ion of charge 3e that moves 0.15 nm along the field to the top of its barrier gains

3e × 5.00×10⁸ V/m × 0.15×10⁻⁹ m = 0.225 eV,

taking the average field as the field at the ion. For an activation volume of 0.010 nm³, the stress changes the barrier by an energy of the order of p times this volume, which is 6.2×10⁻⁴ eV. At 300 K, kT = 0.0259 eV. The direct electrical term is nearly nine times kT, while the stress term is about 2% of kT. For these inputs the field promotes oxidation by acting on the ions' charge, and Maxwell stress has little influence on the hopping rate. The numerical output lists the values used here.

Table of computed values

```
Thickness: 2.0 nm
Voltage: 1.0 V
Relative permittivity (rough): 9.0
Young's modulus (rough): 150 GPa
Poisson ratio (rough): 0.30
Vacuum permittivity: 8.8542e-12 F/m
Field: 5.00 MV/cm = 5.00e+08 V/m
Maxwell stress p: 9.96 MPa = 9.961e+06 Pa
Force per area, fixed charge: 9.96 MPa
Force per area, fixed voltage: 9.96 MPa
Strain magnitude p/Y: 6.64e-05
Strain limit: 1.0e-04
Thickness change, p/Y times d: 0.133 pm
Voltage where p/Y meets the limit: 1.23 V
Field at that voltage: 6.14 MV/cm
Bonded-film modulus M: 201.9 GPa
Strain, bonded film: -4.93e-05
Strain, free edges: -1.06e-04
Stress unit eps0*E^2/2: 1.107 MPa
d(eps_r)/ds, Clausius-Mossotti: -29.3
Total strain, linear formula: -2.10e-04
Total strain, energy minimum: -2.10e-04
Lowest d(eps_r)/ds within limit: -9.2
Highest d(eps_r)/ds within limit: 27.2
Donor density (rough): 1.0e+19 cm^-3
Face-field shift by donors: 0.20 MV/cm
Face stress, larger: 10.78 MPa
Face stress, smaller: 9.18 MPa
Effective mass (rough): 0.30 electron masses
WKB exponent: 7.48
WKB transmission: 5.6e-04
Thermal expansion (rough): 7.0e-06 1/K
Warming for a strain of p/Y: 9.5 K
Rough breakdown scale: 10 MV/cm
Maxwell stress at that scale: 39.8 MPa
Ion charge number: 3
Half jump distance: 0.15 nm
Activation volume: 0.010 nm^3
Barrier lowering by field: 0.225 eV
Stress times activation volume: 6.2e-04 eV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
```
